# The PBE exchange potential in the tail of a neutral atom: a program that tests the result

```python
# Result under test: in an exponential density tail the PBE exchange potential
# tends to (1 + kappa) times the LDA exchange potential, decays exponentially,
# and leaves a neutral atom with finitely many bound states (no Rydberg series).
# Hartree atomic units. n: density, s: reduced gradient, q = -n'/n,
# F: PBE enhancement factor, ratio = v_x(PBE)/v_x(LDA).
# Model atom: Z = N = 2, n(r) = N alpha^3 exp(-alpha r)/(8 pi), held fixed.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from pyscf.dft import libxc

KAPPA = 0.804
MU = 0.06672455060314922 * np.pi**2 / 3
MU = float(MU)
N = 2
ALPHA = 3.0
C = (3 * np.pi**2) ** (1 / 3)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def enhancement(s):
    return (1 + KAPPA) - KAPPA / (1 + MU * s**2 / KAPPA)


def closed_ratio(s, q, dq, r):
    d = 1 + MU * s**2 / KAPPA
    f1 = 2 * MU * s / d**2
    f2 = 2 * MU / d**2 - 8 * MU**2 * s**2 / (KAPPA * d**3)
    return (enhancement(s) - s * f1 + s**2 * f2 * (0.25 + 0.75 * dq / q**2)
            + 1.5 * s * f1 / (q * r))


def density(r):
    return N * ALPHA**3 / (8 * np.pi) * np.exp(-ALPHA * r)


def reduced_gradient(r):
    return ALPHA / (2 * C * density(r) ** (1 / 3))


def v_lda(r):
    return -(3 / np.pi) ** (1 / 3) * density(r) ** (1 / 3)


def v_pbe(r):
    # beyond 60 bohr the potential is below 1e-25; the cap avoids underflow
    x = np.minimum(r, 60.0)
    return v_lda(x) * closed_ratio(reduced_gradient(x), ALPHA, 0.0, x)


def v_hartree(r):
    return N / r - N * np.exp(-ALPHA * r) * (1 / r + ALPHA / 2)


def total_pbe(r):
    return -N * np.exp(-ALPHA * r) * (1 / r + ALPHA / 2) + v_pbe(r)


def total_exact_exchange(r):
    return -N / r + v_hartree(r) / 2


# Test: potential against direct variation of the libxc PBE exchange energy
nodes, weights = np.polynomial.legendre.leggauss(200)
variation_error = 0.0
for center in (1.5, 3.0, 6.0):
    r = center + 1.4 * nodes
    w = 1.4 * weights * 4 * np.pi * r**2
    bump = np.exp(-0.5 * ((r - center) / 0.2) ** 2)
    dbump = -(r - center) / 0.2**2 * bump
    n0 = density(r)
    eps = 1e-3
    energies = []
    for e in (eps, -eps):
        rho = np.zeros((4, r.size))
        rho[0] = n0 * (1 + e * bump)
        rho[1] = -ALPHA * rho[0] + e * n0 * dbump
        exc = libxc.eval_xc("PBE,", rho, spin=0, deriv=1)[0]
        energies.append(np.sum(w * rho[0] * exc))
    varied = (energies[0] - energies[1]) / (2 * eps)
    predicted = np.sum(w * v_pbe(r) * n0 * bump)
    variation_error = max(variation_error, abs(varied / predicted - 1))
assert variation_error < 1e-5

# Test: high-precision differentiation for n = r^p exp(-alpha r)
mp.mp.dps = 50


def mp_density(r, p):
    return r**p * mp.exp(-ALPHA * r)


def mp_slope(r, p):
    return mp_density(r, p) * (p / r - ALPHA)


def energy_density(n, g):
    root = mp.cbrt(n)
    s = g / (2 * mp.cbrt(3 * mp.pi**2) * root**4)
    return -0.75 * mp.cbrt(3 / mp.pi) * root**4 * enhancement(s)


def defined_potential(r, p):
    def flux(x):
        n = mp_density(x, p)
        return x**2 * mp.diff(lambda g: energy_density(n, g), mp_slope(x, p))
    g0 = mp_slope(r, p)
    local = mp.diff(lambda n: energy_density(n, g0), mp_density(r, p))
    return local - mp.diff(flux, r) / r**2


formula_error = 0.0
tail_error = 0.0
for p in (0, -2, 1):
    for radius in ("1.5", "4", "9"):
        r = mp.mpf(radius)
        n = mp_density(r, p)
        q = ALPHA - p / r
        dq = p / r**2
        s = q / (2 * mp.cbrt(3 * mp.pi**2) * mp.cbrt(n))
        defined = defined_potential(r, p) / (-mp.cbrt(3 / mp.pi) * mp.cbrt(n))
        formula_error = max(formula_error,
                            float(abs(defined / closed_ratio(s, q, dq, r) - 1)))
    # the last radius lies deep in the tail
    bracket = 4.5 + 4.5 * dq / q**2 - 3 / (q * r)
    leading = KAPPA**2 / MU * bracket / s**2
    tail_error = max(tail_error,
                     float(abs(((1 + KAPPA) - defined) / leading - 1)))
assert formula_error < 1e-12
assert tail_error < 1e-4

decay_rate = float(mp.log(defined_potential(mp.mpf(20), 0)
                          / defined_potential(mp.mpf(21), 0)))
assert abs(decay_rate - ALPHA / 3) < 1e-8

# Test: Hartree potential against quadrature of the charge
for r in (0.4, 1.3, 3.0):
    inner = quad(lambda x: 4 * np.pi * x**2 * density(x), 0, r)[0]
    outer = quad(lambda x: 4 * np.pi * x * density(x), r, 30)[0]
    assert abs(inner / r + outer - v_hartree(r)) < 1e-7


def levels(potential, l, box, h=0.01):
    r = h * np.arange(1, int(round(box / h)))
    diagonal = 1 / h**2 + potential(r) + l * (l + 1) / (2 * r**2)
    off = np.full(r.size - 1, -0.5 / h**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="v", select_range=(-1e5, 0.0))


# Test: radial solver on hydrogen
hydrogen = levels(lambda r: -1 / r, 0, 100)[:4]
assert np.max(np.abs(hydrogen + 0.5 / np.arange(1, 5) ** 2)) < 1e-4

# Counting bound for s states, and angular momentum beyond which none exist
bound = sum(quad(lambda r: 2 * r * max(-total_pbe(r), 0.0), a, b, limit=200)[0]
            for a, b in ((1e-10, 1), (1, 5), (5, 20), (20, 60)))
grid = np.linspace(1e-4, 40, 400001)
max_r2w = np.max(2 * grid**2 * np.maximum(-total_pbe(grid), 0))
l_none = 0
while l_none * (l_none + 1) < max_r2w:
    l_none += 1
for strength in (1, 4, 8):
    count = len(levels(lambda r: strength * total_pbe(r), 0, 60))
    assert count <= strength * bound
assert len(levels(total_pbe, l_none, 100)) == 0

boxes = (100, 200, 400)
pbe_counts = [len(levels(total_pbe, 0, b)) for b in boxes]
exact_sets = [levels(total_exact_exchange, 0, b) for b in boxes]
exact_counts = [len(x) for x in exact_sets]
assert pbe_counts[0] == pbe_counts[1] == pbe_counts[2]
assert exact_counts[0] < exact_counts[1] < exact_counts[2]
pbe_by_l = [len(levels(total_pbe, l, 200)) for l in range(l_none + 1)]
pbe_levels = levels(total_pbe, 0, 60, 0.005)
coarse = levels(total_pbe, 0, 60, 0.01)
assert len(pbe_levels) == len(coarse) > 0
assert np.max(np.abs(pbe_levels - coarse)) < 1e-3
series = exact_sets[-1][:6]
effective = 1 / np.sqrt(-2 * series)
assert np.max(np.abs(np.diff(effective[2:]) - 1)) < 0.01


def trial_energy(potential, L):
    def weighted(r):
        return 2 / L * np.sin(np.pi * (r - L) / L) ** 2 * potential(r)
    return np.pi**2 / (2 * L**2) + quad(weighted, L, 2 * L)[0]


trials = [(L, trial_energy(total_pbe, L), trial_energy(total_exact_exchange, L))
          for L in (10, 20, 40)]
for L, e_pbe, e_exact in trials:
    assert e_pbe > 0 > e_exact

print(f"kappa = {KAPPA:.3f}, mu = {MU:.5f}, limit 1+kappa = {1 + KAPPA:.3f}")
print(f"tail coefficient kappa^2/mu = {KAPPA**2 / MU:.4f}")
print(f"model: Z = N = {N}, alpha = {ALPHA:.1f} per bohr")
print(f"density at nucleus = {density(0.0):.4f} per bohr^3")
print(f"decay rate of v_x(PBE) = {decay_rate:.6f} per bohr")
print("r (bohr), s, v_LDA, v_PBE, exact v_x (hartree), PBE/LDA ratio")
for r in (0.5, 1.0, 2.0, 4.0, 6.0, 8.0, 10.0):
    print(f"{r:5.1f} {reduced_gradient(r):11.4f} {v_lda(r):12.5e} "
          f"{v_pbe(r):12.5e} {-v_hartree(r) / 2:9.5f} "
          f"{v_pbe(r) / v_lda(r):9.6f}")
s4 = reduced_gradient(4.0)
estimate = 1 + KAPPA - KAPPA**2 / MU / s4**2 * (4.5 - 3 / (4 * ALPHA))
print(f"leading tail estimate of ratio at 4 bohr = {estimate:.6f}")
print(f"s-state counting bound I = {bound:.4f}")
print(f"max of r^2 W = {max_r2w:.4f}; no states for l >= {l_none}")
for l, count in enumerate(pbe_by_l):
    print(f"PBE exchange: bound levels with l = {l}: {count}")
for k, energy in enumerate(pbe_levels, 1):
    print(f"PBE s level {k} = {energy:.3f} hartree = "
          f"{energy * HARTREE_EV:.2f} eV")
print("box radius (bohr), s levels below zero: PBE, exact exchange")
for b, c1, c2 in zip(boxes, pbe_counts, exact_counts):
    print(f"{b:4d} {c1:3d} {c2:3d}")
print("exact exchange: k, energy (hartree), effective quantum number")
for k, (energy, nu) in enumerate(zip(series, effective), 1):
    print(f"{k:2d} {energy:9.4f} {nu:7.3f}")
print("trial functions on [L,2L]: L (bohr), energy PBE, exact (hartree)")
for L, e_pbe, e_exact in trials:
    print(f"{L:3d} {e_pbe:10.6f} {e_exact:10.6f}")
print(f"largest relative error, libxc energy variation = {variation_error:.1e}")
print(f"largest relative error, potential formula = {formula_error:.1e}")
print(f"largest relative error, leading tail correction = {tail_error:.1e}")
print("success")
```

It prints:

```
kappa = 0.804, mu = 0.21951, limit 1+kappa = 1.804
tail coefficient kappa^2/mu = 2.9447
model: Z = N = 2, alpha = 3.0 per bohr
density at nucleus = 2.1486 per bohr^3
decay rate of v_x(PBE) = 1.000000 per bohr
r (bohr), s, v_LDA, v_PBE, exact v_x (hartree), PBE/LDA ratio
  0.5      0.6195 -7.70716e-01 -8.45996e-01  -1.21904  1.097676
  1.0      1.0214 -4.67463e-01 -4.89606e-01  -0.87553  1.047368
  2.0      2.7764 -1.71970e-01 -1.94578e-01  -0.49504  1.131466
  4.0     20.5153 -2.32736e-02 -4.13068e-02  -0.24999  1.774834
  6.0    151.5886 -3.14974e-03 -5.68038e-03  -0.16667  1.803445
  8.0   1120.0966 -4.26271e-04 -7.68989e-04  -0.12500  1.803990
 10.0   8276.4567 -5.76895e-05 -1.04072e-04  -0.10000  1.804000
leading tail estimate of ratio at 4 bohr = 1.774264
s-state counting bound I = 5.2129
max of r^2 W = 1.8844; no states for l >= 1
PBE exchange: bound levels with l = 0: 1
PBE exchange: bound levels with l = 1: 0
PBE s level 1 = -0.619 hartree = -16.83 eV
box radius (bohr), s levels below zero: PBE, exact exchange
 100   1   8
 200   1  12
 400   1  17
exact exchange: k, energy (hartree), effective quantum number
 1   -0.9661   0.719
 2   -0.1608   1.763
 3   -0.0653   2.768
 4   -0.0352   3.769
 5   -0.0220   4.769
 6   -0.0150   5.770
trial functions on [L,2L]: L (bohr), energy PBE, exact (hartree)
 10   0.049345  -0.018322
 20   0.012337  -0.021498
 40   0.003084  -0.013833
largest relative error, libxc energy variation = 1.0e-07
largest relative error, potential formula = 2.0e-18
largest relative error, leading tail correction = 2.5e-06
success
```
